Low-density Weibull slope in percolation breakdown with nine-position connections

When the cells of a uniform film become defective independently, a count of cells and the equivalence of all lateral positions nearly fix the low-density breakdown law. Let the film have n layers of N cells each, and let λ be the probability that a cell is defective. A conducting path through the film needs at least one defective cell in every layer, so the smallest sets that cause breakdown contain n cells, and each such set is fully defective with probability λⁿ. For a connection rule of fixed short range, lateral translation symmetry makes the number of these sets proportional to N. The breakdown probability F must therefore begin as

F ≈ N g λⁿ,

where g is a number set by the connection rule. Changing the rule can change g, but it cannot change the power n as long as n cells suffice. What remains is to find g for nine lateral positions, and to find how low the density must be when the area is so large that F itself is not small.

The cells are cubes of edge a, the film thickness is na with n ≥ 2, and each layer is a square sheet of L × L cells, N = L². Cells become defective independently of one another. Opposite lateral edges are joined, so that every position is equivalent, and L ≥ 2n − 1. A path takes one defective cell per layer; the next cell lies directly beneath the last one or at one of the eight positions around that one. Breakdown means that at least one such path is complete. The Weibull variables are

H = −ln(1 − F), W = ln H.

For a Weibull distribution in time, W is a straight line against ln t. Here the slope is first taken against ln λ and converted to time afterwards.

The reference case is the model of straight columns, in which each cell connects to the one directly beneath it. A column is fully defective with probability λⁿ. The N columns have no cell in common, so they are independent and

1 − F = (1 − λⁿ)^N,
H = −N ln(1 − λⁿ),
W ≈ ln N + n ln λ for λⁿ ≪ 1.

With nine positions, a path has N possible starting cells and nine choices at each of its n − 1 steps. The number of paths and the expected number of complete ones are

M = N · 9ⁿ⁻¹,
μ = M λⁿ.

It would be wrong to put M in place of N in the column formula and call the result exact, because different paths share cells and are not independent. Sharing has to be followed explicitly.

Take first a fixed N and let λ → 0. Let Bᵢ be the event that path i is complete. Inclusion–exclusion gives

F = Σᵢ P(Bᵢ) − Σᵢ<ⱼ P(Bᵢ and Bⱼ) + … .

Each term is a power of λ whose exponent is the number of cells in the union of the paths concerned. The first sum is Mλⁿ. Two different paths differ in at least one layer, so their union has at least n + 1 cells, and all later terms are of order λⁿ⁺¹ or higher. Hence g = 9ⁿ⁻¹.

The coefficient of λⁿ⁺¹ shows how the law begins to fail. A union of n + 1 cells has two cells in one layer and one cell in each other layer. Since a path must choose one of those two cells, the union contains at most two paths. No term with three or more paths contributes at this order, and the coefficient is minus the number of pairs that differ in one layer alone.

Suppose that they differ in an end layer. The cells in the other n − 1 layers can be chosen in N·9ⁿ⁻² ways, and the end cell has nine possible positions, which form 9·8/2 = 36 pairs. The two end layers together, divided by M, give

2 · 36 · N · 9ⁿ⁻² / (N · 9ⁿ⁻¹) = 8.

Suppose instead that they differ in an interior layer. Let s be the lateral displacement between the cells just above and just below it, and K(s) the number of intermediate cells that connect the two. Along one lateral direction, displacements −2, −1, 0, 1, 2 allow 1, 2, 3, 2, 1 intermediate positions. K is the product of the numbers for the two directions, so

Σₛ K(s) = (1 + 2 + 3 + 2 + 1)² = 81,
Σₛ K(s)² = (1 + 4 + 9 + 4 + 1)² = 19² = 361,
Σₛ K(s)[K(s) − 1]/2 = (361 − 81)/2 = 140.

The n − 3 steps not touching the interior cell contribute 9ⁿ⁻³, and there are N lateral placements. Division by M gives 140/81 for each of the n − 2 interior layers. The total is

κ = 8 + 140(n − 2)/81.

Since H = F + F²/2 + …, and F² is of order λ²ⁿ with 2n ≥ n + 2, the passage from F to H does not alter this correction:

H = M λⁿ [1 − κλ + O(λ²)].

At fixed N the bracket is a convergent power series near λ = 0. Taking the logarithm and differentiating term by term gives

W = ln N + (n − 1) ln 9 + n ln λ − κλ + O(λ²),
dW/d ln λ = n − κλ + O(λ²).

The limiting slope is n, as for columns, while the intercept rises by (n − 1) ln 9. At small nonzero density the slope is slightly smaller. The negative sign has a direct meaning: when one path is complete, another sharing n − 1 of its cells is complete with probability λ instead of λⁿ. The expected number μ counts both paths, but the film has broken down with the first alone.

The leading terms can also be written

W = ln(N/9) + n ln(9λ).

The nine-position film thus behaves, at leading order, like a column film with density 9λ and N/9 columns. The factor 9 multiplies the density inside the logarithm, which is why it moves the line without tilting it.

This expansion leaves a gap. In a large film, breakdown becomes likely when μ is near 1, although λ may be very small. One then needs a statement that does not deteriorate as N grows, and two inequalities supply it.

The first is that events favoured by more defects are positively correlated. Let f and h be increasing functions of the cell states, with 0 for sound and 1 for defective. For one cell, let x and x′ be independent copies of its state. The product [f(x) − f(x′)][h(x) − h(x′)] is never negative, because both factors have the same sign or one vanishes. Its mean is 2(⟨fh⟩ − ⟨f⟩⟨h⟩), so ⟨fh⟩ ≥ ⟨f⟩⟨h⟩. For several cells, hold the last one fixed and assume the result for the others. The conditional mean of fh is then at least the product of the conditional means of f and h. Those two means are increasing functions of the last cell, so the one-cell result completes the induction. This is the Harris inequality. Changing both signs shows that two decreasing functions are also positively correlated; changing one shows that an increasing and a decreasing function are negatively correlated.

The event that a given path is incomplete is decreasing. Applying the inequality path by path gives

1 − F ≥ (1 − λⁿ)^M,
H ≤ −M ln(1 − λⁿ).

Sharing of cells can therefore only lower H relative to M independent paths.

For the opposite bound, number the paths and consider path i. Let E be the event that no earlier path sharing a cell with i is complete, and C the event that no earlier path without a common cell is complete. Since P(E and C) ≤ P(C),

P(Bᵢ | E and C) ≥ P(Bᵢ and E | C)
= P(Bᵢ | C) − P(Bᵢ and not E | C).

C does not involve the cells of path i, so the first term is λⁿ. If E fails, some earlier overlapping path j is complete, so the second probability is at most the sum of P(Bᵢ and Bⱼ | C) over those j. The event "Bᵢ and Bⱼ" is increasing and C is decreasing, so conditioning on C cannot raise its probability. Therefore

P(Bᵢ | E and C) ≥ λⁿ − Σⱼ P(Bᵢ and Bⱼ).

The probability that path i is incomplete, given that all earlier ones are, is at most one minus the right-hand side. Using 1 − x ≤ e⁻ˣ and multiplying over all paths,

1 − F ≤ exp(−μ + D),
H ≥ μ − D.

Here D is the sum of P(Bᵢ and Bⱼ) over unordered pairs of different paths with at least one common cell. This is the Janson inequality.

Two paths sharing m cells have 2n − m cells in their union. Let c_m be half the number of partners sharing m cells with a path, averaged over paths; the half prevents each pair from being counted twice. Then

r(λ) = D/μ = Σ c_m λⁿ⁻ᵐ, m = 1, …, n − 1.

The term m = n − 1 counts pairs differing in one layer, so c_(n−1) = κ. For n = 2 this can be seen at once: a path has eight partners with the same upper cell and eight with the same lower cell, and half of sixteen is 8.

The other coefficients follow from the relative displacement s of two paths. Fix the start of the first path, and let A_k(m,s) count pairs that have passed through k layers, share m cells so far, and end with displacement s. In the first layer A₁(1,0) = 1, A₁(0,s) = 1 for s ≠ 0, and the other entries vanish. When both paths take a step, a change u of their displacement arises in K(u) ways. Thus

A_(k+1)(m,s) = Σᵤ K(u) A_k(m, s − u) for s ≠ 0,
A_(k+1)(m,0) = Σᵤ K(u) A_k(m − 1, −u),
c_m = Σₛ A_n(m,s) / (2 · 9ⁿ⁻¹).

Paths that meet somewhere are never more than 2(n − 1) cells apart in either direction. With L ≥ 2n − 1 they cannot meet again by going around the joined edges, so r does not depend on N.

Whenever r < 1, the two bounds become

ln M + n ln λ + ln(1 − r) ≤ W ≤ ln M + n ln λ + b,
b(λ) = ln[−ln(1 − λⁿ)/λⁿ] ≈ λⁿ/2.

These limits on the departure from the straight line depend on density but not on area. For the Weibull form it is thus sufficient that r ≪ 1; F need not be small, and the form can hold through the middle of the failure distribution. For the chord slope S between densities λ₁ < λ₂, with X = ln(λ₂/λ₁), combining the lower bound at one end with the upper bound at the other gives

n + [ln(1 − r₂) − b₁]/X ≤ S ≤ n + [b₂ − ln(1 − r₁)]/X.

This controls the slope over an interval at any area; it does not bound the derivative at each point.

Two assumptions about geometry can now be relaxed. If the lateral edges are open, only paths starting within n − 1 cells of an edge can be lost. There are at most 4(n − 1)L such starts, so the path count falls by a fraction of at most 4(n − 1)/L. If links within a layer are also allowed, a breakdown set of n cells still has one cell per layer and has already been counted. Additional sets need at least n + 1 cells. They can change the correction of relative order λ, but not the leading slope or path count. The area-independent bounds were derived for paths with one cell per layer and would have to be set up again with these longer paths included.

Independence of the cells matters more. It gives both the probability λⁿ of a complete path and the joint probabilities of paths that share cells. Attraction between defects in different layers can change the first; attraction within a layer can change the second even when the first stays at λⁿ. In the first case neither the slope n nor the bounds follow from this argument. In the second, λⁿ ≤ F ≤ Mλⁿ still makes ln F/ln λ tend to n at fixed N, but the prefactor M is recovered only if the joint probabilities of paths that share cells remain of higher order than λⁿ, and the bounds on H, in particular the lower one built on r, are no longer guaranteed.

An exact sum over all defect sets of a 4 × 4 sheet shows both the limit and its failure. For three layers, H/λ³ at very low density is 1295.9, against 16 · 81 = 1296 paths. This sheet is too small for the formula for κ, because displacements −2 and 2 coincide on a ring of four cells. The one-direction numbers become 3, 2, 2, 2, whose squares add to 21, and the interior term is (21² − 81)/(2 · 81) = 2.222. The correction coefficient is then 10.222, as the exact sum gives. The local slope is 2.990 at λ = 0.001, 2.895 at λ = 0.01 and 2.210 at λ = 0.1. At the last density the first-order formula would give 3 − 1.022 = 1.978, so higher orders matter and the slope is far from 3.

A simulation of three layers with N = 1600 shows the intermediate regime. Between the densities at which the leading law gives H = 0.05 and H = 1, the chord slope is 2.993 ± 0.024 for columns and 2.853 ± 0.024 for nine positions, with estimated standard errors. The second value is visibly below 3. The sampled 63% density is 0.0857 for columns, within sampling error of the 0.0855 that the exact column formula gives, and 0.0213 for nine positions, a ratio of 0.248, whereas the low-density limit is 9^(−2/3) = 0.231. The direction of the difference follows from the bounds: overlap lowers H at a given density, so a higher density is needed to reach the same failure level.

To pass to time, suppose that defects accumulate as

λ = (t/τ)^α,

with t well below τ. Then, at leading order,

W = ln M + nα ln(t/τ),

so both connection rules have the Weibull slope β = nα. The 63% point is H = 1, that is F = 1 − 1/e. Setting W = 0 gives

λ₆₃ = M^(−1/n), t₆₃ = τ M^(−1/β).

At the same τ and α, the ratio of 63% times is

t₆₃(nine)/t₆₃(columns) = 9^(−(n−1)/β).

The same shift would result in the column model from an area larger by 9ⁿ⁻¹. For a single thickness it can also be absorbed by refitting τ: the nine-position model reproduces the column line if its τ is larger by 9^((n−1)/β). Unless τ is known independently, the leading-order distribution of one film therefore cannot reveal which connection rule applies. The factor depends on n, so with α and N fixed one such adjustment of τ does not serve all thicknesses. If the number of cells per area is also adjustable, even a series of thicknesses does not separate the rules at leading order: by W = ln(N/9) + n ln(9λ), a column model with N/9 columns and τ smaller by 9^(1/α) gives the nine-position line for every n.

For a numerical case, take the round model parameters a = 1 nm, thickness 5 nm, area 100 µm², α = 0.4 and τ = 10⁹ s. They stand for no particular material. Then n = 5, β = 5 · 0.4 = 2, and each layer has N = 10⁸ cells. The path count rises by 9⁴ = 6561, from 10⁸ columns to

M = 6561 · 10⁸ = 6.561 × 10¹¹,

and the intercept rises by 4 ln 9 = 8.79. The leading 63% densities are

columns: (10⁸)^(−1/5) = 0.0251,
nine positions: (6.561 × 10¹¹)^(−1/5) = 0.00433.

The nine-position film fails at about 17% of the column density. At that density κλ = 0.057, and the full overlap ratio is r = 0.061. The true H there lies between 1 − 0.061 = 0.939 and, to the digits given, 1. Low density is thus a fair description even though more than half of the films have failed.

At the density where the leading law gives H = 10⁻⁴, λ = 0.00069 and r = 0.0091. Between the two densities X = ln(10⁴)/5 = 1.842. The terms b are negligible, and the slope bounds are

5 + ln(1 − 0.0606)/1.842 = 4.966,
5 − ln(1 − 0.00914)/1.842 = 5.005.

Multiplication by α = 0.4 gives a Weibull slope in time between 1.986 and 2.002. Averaged over these four decades of H, the slope for nine positions thus stays within 0.7% of the column value of 2. The slope at a single point is not bounded this closely.

The times move much more. Since 1/α = 2.5, the leading 63% times are

columns: 10⁹ · (0.02512)^2.5 s = 1.00 × 10⁵ s,
nine positions: 10⁹ · (0.004331)^2.5 s = 1.23 × 10³ s.

In hours these are about 27.8 h and 0.343 h. Their ratio is 9^(4/2) = 81. Solving the two bounds for H = 1 places the nine-position 63% time between 1235 s and 1274 s, so overlap can lengthen the leading estimate by at most about 3%. At H = 10⁻⁴, where F is practically equal to H, both leading times are shorter by (10⁻⁴)^(1/2) = 0.01: 1000 s for columns and 12.3 s for nine positions. At leading order the factor of 81 is the same at both failure levels, as it must be for two parallel lines on the Weibull plot; overlap makes it slightly smaller at the 63% level. The numerical output lists the values used here.

Calculated quantities

```
kappa, n=2, enumerated: 8.0000
kappa, n=3, enumerated: 9.7284
kappa, n=4, enumerated: 11.4568
4x4 sheet, n=2: paths 144, exact H/lam^n 143.988
  first correction: exact 7.999, pairs 8.000
4x4 sheet, n=3: paths 1296, exact H/lam^n 1295.868
  first correction: exact 10.222, pairs 10.222
4x4 sheet, n=3, lam=0.001: exact slope 2.9897
4x4 sheet, n=3, lam=0.01: exact slope 2.8954
4x4 sheet, n=3, lam=0.1: exact slope 2.2104
simulation: n=3, N=1600 cells per layer, 40000 samples
  column: chord slope 2.993 +- 0.024
  nine: chord slope 2.853 +- 0.024
  63% density: column 0.08567, nine 0.02127
  ratio nine/column 0.2483, limit 0.2311
example: cell 1.0 nm, thickness 5.0 nm, n=5
area 100.0 um^2, N = 1.000e+08 cells per layer
alpha = 0.4, tau = 1.0e+09 s, beta = 2.00
path factor 6561, nine-position paths 6.5610e+11
intercept rise (n-1) ln 9 = 8.7889
overlap coefficients c_1..c_4: 12382.369, 1710.668, 181.185, 13.185
leading 63% density, columns: 0.02512
leading 63% density, nine:    0.004331
density ratio nine/column:    0.1724
kappa*lam at 63%: 0.0571
overlap ratio r at 63%: 0.0606
density at leading H = 1e-04: 0.000686
overlap ratio r there: 0.00914
chord slope in ln lam: 4.9660 to 5.0050
chord slope in ln t: 1.9864 to 2.0020
leading 63% time, columns: 1.0000e+05 s
leading 63% time, nine:    1.2346e+03 s
time ratio column/nine: 81.00
bounds on 63% time, nine: 1234.6 to 1274.4 s
time at H = 1e-04, columns: 1.0000e+03 s
time at H = 1e-04, nine: 12.346 s
```
